\section*{Two-phonon flexural scattering and harmonic resistivity of unstrained suspended graphene}

\section{Model and conventions}

A flat, free graphene sheet of area $\mathcal A$ has out-of-plane displacement $h(\mathbf r)=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, mass density $\rho_m$ and bending rigidity $\kappa$. Without strain its harmonic energy is $\frac12\int d^2r\,[\rho_m\dot h^2+\kappa(\nabla^2h)^2]$, so
\begin{equation}
\omega_q=\alpha q^2,\qquad \alpha=\sqrt{\kappa/\rho_m}.
\label{disp}
\end{equation}
Carriers in one valley obey $H_0=\hbar v\,\boldsymbol\sigma\cdot\mathbf k$. Four spin and valley species give $k_F^2=\pi n$ and $E_F=\hbar vk_F$. Reflection $h\to-h$ forbids a coupling linear in $h$. The lowest coupling acts through the strain $u_{ij}=\frac12\partial_ih\,\partial_jh$:
\begin{equation}
V=g(u_{xx}+u_{yy})+B\left[\sigma_x(u_{xx}-u_{yy})-2\sigma_yu_{xy}\right],\qquad B=\frac{\hbar v\beta}{2a}.
\label{V}
\end{equation}
Here $g$ is the screened deformation potential, taken constant, $a$ is the bond length, and $\beta$ measures how hopping changes with bond length. The second valley has $B\to-B$. Intervalley scattering is neglected because the strain is smooth on the atomic scale.

The treatment uses the Born approximation, degenerate carriers and $k_BT\gg\hbar\omega_{2k_F}$. In-plane displacements are taken to be independent of $h$. This is an assumption: their elastic response to $h$ is also quadratic in $h$ and changes \eqref{V} at the same order. Its large effect is given in the last section. Phonons with $q<q_c\ll k_F$ are excluded; for a sheet of size $\ell$, $q_c=2\pi/\ell$.

\section{Matrix element}

Let $\mathbf k$ and $\mathbf k'$ have polar angles $\phi$ and $\phi'$, with $\theta=\phi'-\phi\in(0,2\pi)$ and $\Phi=(\phi+\phi')/2$. Then $\mathbf Q=\mathbf k'-\mathbf k$ has length $Q=2k_F\sin(\theta/2)$ and angle $\theta_Q=\Phi+\pi/2$. The spinors $(1,e^{i\phi})/\sqrt2$ give
\begin{equation}
\langle1\rangle=e^{-i\theta/2}\cos\tfrac\theta2,\quad
\langle\sigma_x\rangle=e^{-i\theta/2}\cos\Phi,\quad
\langle\sigma_y\rangle=e^{-i\theta/2}\sin\Phi .
\label{spin}
\end{equation}

With $\mathbf p=\mathbf Q-\mathbf q$, the strain component at $\mathbf Q$ is $-\frac12\sum_{\mathbf q}q_ip_jh_{\mathbf q}h_{\mathbf p}$, symmetrized in $i,j$. The needed combinations are
\begin{align}
\mathbf q\cdot\mathbf p&=qp\cos(\theta_q-\theta_p),\nonumber\\
q_xp_x-q_yp_y&=qp\cos(\theta_q+\theta_p),\nonumber\\
q_xp_y+q_yp_x&=qp\sin(\theta_q+\theta_p).
\end{align}
By \eqref{spin}, the gauge part is $qp\cos(\theta_q+\theta_p+\Phi)=qp\sin(\theta_Q+\theta_q+\theta_p)$. Hence
\begin{align}
\langle\mathbf k'|V|\mathbf k\rangle&=-\tfrac12e^{-i\theta/2}\sum_{\mathbf q}K\,h_{\mathbf q}h_{\mathbf p},\nonumber\\
K&=qp\left[gc\cos(\theta_q-\theta_p)+B\sin(\theta_Q+\theta_q+\theta_p)\right],
\label{K}
\end{align}
where $c=\cos(\theta/2)$. The scalar part vanishes at backscattering; the gauge part does not.

\section{From phonon pairs to a classical sheet}

A pair can be absorbed, emitted, or exchanged, one phonon being absorbed and the other emitted. If the electron gains energy $w$, Pauli blocking enters through $f(E)[1-f(E+w)]$. Since $f(E+w)[1-f(E)]=e^{-w/k_BT}f(E)[1-f(E+w)]$, subtraction gives
\begin{equation}
\int dE\,f(E)[1-f(E+w)]=\int dE\,\frac{f(E)-f(E+w)}{1-e^{-w/k_BT}}=\frac{w}{1-e^{-w/k_BT}} .
\label{pauli}
\end{equation}
This tends to $k_BT$ for $|w|\ll k_BT$, the value for elastic scattering. The four occupation factors then add to
\begin{equation}
n_qn_p+(n_q+1)(n_p+1)+n_q(n_p+1)+(n_q+1)n_p=(2n_q+1)(2n_p+1),
\end{equation}
which tends to $4(k_BT)^2/(\hbar^2\omega_q\omega_p)$. Multiplication by the squared oscillator amplitudes $\hbar^2/(4\rho_m^2\omega_q\omega_p)$ gives $G(q)G(p)$, with
\begin{equation}
G(q)=\frac{k_BT}{\rho_m\omega_q^2}=\frac{k_BT}{\kappa q^4},\qquad \langle|h_{\mathbf q}|^2\rangle=\frac{G(q)}{\mathcal A}.
\label{G}
\end{equation}
Pairs with $q\gg Q$ need not satisfy the classical condition, but their share of the integral below falls as $Q^2/q^2$.

For $\mathbf Q\neq0$ there are two Gaussian pairings, so the factor $\frac14$ from \eqref{K} becomes $\frac12$. Writing $\langle|\langle\mathbf k'|V|\mathbf k\rangle|^2\rangle=S/\mathcal A$,
\begin{equation}
S=\frac12\int\frac{d^2q}{(2\pi)^2}K^2G(q)G(p)
=\frac{(k_BT)^2}{2\kappa^2}\int\frac{d^2q}{(2\pi)^2}\frac{1}{q^2p^2}\left(\frac{K}{qp}\right)^2 .
\label{Sdef}
\end{equation}

\section{The pair integral}

Measure angles from $\mathbf Q$, $\varphi_q=\theta_q-\theta_Q$, and treat $\mathbf q,\mathbf p$ as complex numbers with $Q$ real. Define
\begin{equation}
w=\frac{q}{p}=\frac{q}{Q-q},\qquad q=\frac{Qw}{1+w},\qquad p=\frac{Q}{1+w}.
\end{equation}
Because $dw/dq=Q/p^2$, one has $d^2w=Q^2d^2q/|p|^4$ and
\begin{equation}
\frac{d^2q}{|q|^2|p|^2}=\frac{d^2w}{Q^2|w|^2}.
\label{map}
\end{equation}
The cutoffs become $q_c/Q<|w|<Q/q_c$. Their first-order distortion varies as $\cos\varphi$ and averages to zero against the even harmonics met below, leaving relative corrections of order $(q_c/Q)^2$. Let $L=\ln(Q/q_c)$ and $\langle F\rangle=\int d^2w\,F/|w|^2$.

First, $\langle1\rangle=4\pi L$. Since $\arg w=\varphi_q-\varphi_p$, also $\langle\cos^2(\varphi_q-\varphi_p)\rangle=2\pi L$.

Next,
\begin{equation}
e^{2i(\varphi_q+\varphi_p)}=\frac{w}{\bar w}\frac{(1+\bar w)^2}{(1+w)^2}.
\end{equation}
For $|w|<1$, expansion leaves one term without angular dependence, $|w|^2$, whose integral is $2\pi\int_0^1r\,dr=\pi$. Exchange of the phonons, $w\to1/w$, gives the same from $|w|>1$. The total is $2\pi$.

Finally, $e^{2i\varphi_q}=(w/\bar w)(1+\bar w)/(1+w)$ has no angular average for $|w|<1$. For $|w|>1$ put $w=1/z$; it becomes $(1+\bar z)/(1+z)$, with average $1-|z|^2$. Therefore
\begin{equation}
\langle e^{2i\varphi_q}\rangle=\langle e^{2i\varphi_p}\rangle
=2\pi\int_{q_c/Q}^1\frac{dr}{r}(1-r^2)=2\pi\left(L-\tfrac12\right).
\end{equation}

Now expand $(K/qp)^2$. The gauge square is $\frac12B^2[1-\cos(6\theta_Q+2\varphi_q+2\varphi_p)]$. The cross term is $gcB[\sin(3\theta_Q+2\varphi_q)+\sin(3\theta_Q+2\varphi_p)]$. Inserting the averages in \eqref{Sdef},
\begin{align}
S=\frac{(k_BT)^2}{4\pi\kappa^2Q^2}\Big[&(g^2c^2+B^2)L-\tfrac12B^2\cos6\theta_Q\nonumber\\
&+2gcB\left(L-\tfrac12\right)\sin3\theta_Q\Big].
\label{S}
\end{align}
The logarithm comes from pairs in which one phonon carries nearly all of $\mathbf Q$ and the other has a long wavelength.

\section{Rate and resistivity}

Momentum balance assumes a rigidly shifted Fermi circle and averages the scattering over crystal orientation, which removes the last two terms of \eqref{S}. The golden rule with $\int d^2k'\,\delta(E'-E_F)=(k_F/\hbar v)\int d\theta$ gives
\begin{equation}
\frac1\tau=\frac{k_F}{2\pi\hbar^2v}\int_0^{2\pi}d\theta\,(1-\cos\theta)\,\bar S(\theta).
\label{rate0}
\end{equation}
Since $1-\cos\theta=Q^2/(2k_F^2)$, the factor $Q^2$ cancels. Put $\Lambda=\ln(k_F/q_c)$, so $L=\Lambda+\ln[2\sin(\theta/2)]$. The real part of $\ln(1-e^{i\theta})$ is
\begin{equation}
\ln[2\sin(\theta/2)]=-\sum_{m\ge1}\frac{\cos m\theta}{m}.
\end{equation}
Its integral over a turn is zero. With weight $\cos^2(\theta/2)=(1+\cos\theta)/2$ the integral is $-\pi/2$. Thus
\begin{equation}
\int_0^{2\pi}d\theta\,(g^2c^2+B^2)L=\pi g^2\left(\Lambda-\tfrac12\right)+2\pi B^2\Lambda ,
\end{equation}
and \eqref{rate0} becomes
\begin{equation}
\frac\hbar\tau=\frac{(k_BT)^2}{8\pi\kappa^2E_F}\,\mathcal B,\qquad
\mathcal B=\frac{g^2}{2}\left(\Lambda-\tfrac12\right)+B^2\Lambda .
\label{rate}
\end{equation}
Extending \eqref{S} to the small angles where $Q\lesssim q_c$ costs a relative error of order $q_c/k_F$.

The density of states is $D=2k_F/(\pi\hbar v)$, and $\sigma=e^2Dv^2\tau/2=e^2vk_F\tau/(\pi\hbar)$. Hence
\begin{equation}
\rho=\frac{h}{2e^2}\frac{\hbar/\tau}{E_F}
=\frac{h}{e^2}\frac{(k_BT)^2\,\mathcal B}{16\pi^2\kappa^2(\hbar v)^2n}.
\label{rho}
\end{equation}
One power of $T$ comes from each phonon. One factor $1/k_F$ comes from the rate and another from the conductivity. The mobility $1/(ne\rho)$ varies as $T^{-2}$ and depends on density through the logarithm.

\subsection{Angular correction}

The anisotropic terms distort the shifted circle. For a deviation $\psi=\sum_m\psi_me^{im\phi}$,
\begin{equation}
e^{im\phi}-e^{im\phi'}=-2i\sin(m\theta/2)e^{im\Phi}.
\end{equation}
As $\sin3\theta_Q=-\cos3\Phi$ and $\cos6\theta_Q=-\cos6\Phi$, the collision matrix $C$ couples $m$ to $m\pm3$ and $m\pm6$. The field drives $m=\pm1$, which belong to separate chains. The full conductivity is proportional to $(C^{-1})_{11}$, whereas momentum balance uses $1/C_{11}$. The resistivity is therefore multiplied by
\begin{equation}
R=\frac{1}{C_{11}(C^{-1})_{11}}\le1,
\end{equation}
by the Cauchy--Schwarz inequality for positive $C$. The common factor $T^2$ cancels, so $R$ depends on $g/B$ and $k_F/q_c$. Changing the sign of $B$ is equivalent to $\psi_m\to(-1)^m\psi_m$, so both valleys have the same $R$.

\subsection{Thermal smearing}

Apart from the logarithm, $\tau\propto|E|$ and $\sigma(E)\propto E^2$. At chemical potential $\mu_c$ the thermal average is $\int dE\,E^2(-f')=\mu_c^2+\pi^2(k_BT)^2/3$. Integrating the net density by parts gives $\pi n(\hbar v)^2=E_F^2$ as the part of this integral from $E>0$ minus the part from $E<0$. The two expressions differ by terms of order $(k_BT)^2e^{-\mu_c/k_BT}$, so at fixed net density smearing nearly cancels in the degenerate regime. The energy dependence of the logarithm leaves a relative correction of order $(k_BT/E_F)^2/\Lambda$; for the example below it raises the resistivity by about 1\% at 100 K and 3\% at 200 K.

\section{A micrometre sheet at 100 K}

Take $n=4\times10^{11}\,\mathrm{cm^{-2}}$, $\ell=1\,\mu$m, $v=10^6$ m/s, $g=3$ eV, $\beta=3$, $a=0.142$ nm and $\kappa=1.1$ eV. Then $k_F=0.1121\,\mathrm{nm^{-1}}$, $E_F=73.79$ meV, $B=6.953$ eV and $\Lambda=2.882$. The bracket is
\begin{equation}
\mathcal B=4.5(2.382)+48.3(2.882)\simeq150\ \mathrm{eV^2},
\end{equation}
about 93\% of it from the gauge coupling. With $k_BT=8.617$ meV,
\begin{equation}
\frac\hbar\tau=\frac{(0.008617/1.1)^2\,150}{8\pi(0.07379)}\ \mathrm{eV}\simeq4.96\ \mathrm{meV}.
\end{equation}
Equation \eqref{rho} gives $\rho\simeq868\,\Omega$ per square, or a mobility of $1.80\times10^4\,\mathrm{cm^2/Vs}$. The angular factor $R=0.950$ changes these to $825\,\Omega$ and $1.89\times10^4\,\mathrm{cm^2/Vs}$. The product of $k_F$ and the transport mean free path is about 15, consistent with a Boltzmann description of transport. It does not by itself test the Born approximation, because the transport time gives little weight to the frequent small-angle scattering.

Direct integration over phonon pairs, with energy transfers and Pauli factors kept, gives $873\,\Omega$ before the angular correction. The excess over 868 comes from the finite cutoff: inelasticity changes the result by less than 0.01\%, and at $k_F/q_c=1000$ the classical integral agrees with \eqref{rho} to 0.004\%. Between 50 and 200 K the integrated resistivity, evaluated at $E_F$ without thermal smearing, has temperature exponent 2.000; with smearing at fixed net density the exponent is about 2.02. At fixed $T$ and $q_c$, raising $n$ from $2$ to $8\times10^{11}\,\mathrm{cm^{-2}}$ lowers \eqref{rho} from 1525 to $487\,\Omega$, a factor 3.13 instead of 4; the growth of $\Lambda$ by $\ln2$ accounts for the difference.

In the opposite limit phonons freeze out. For $\rho_m=7.6\times10^{-7}\,\mathrm{kg/m^2}$ the scale $\hbar\omega_{2k_F}/k_B$ is 0.185 K, and at one fifth of it the rate is 0.55 of the classical value.

\section{Where the harmonic law fails}

Let the in-plane displacements relax. The strain energy left over is $(Y/8)\int d^2r\,(P^T_{ij}\partial_ih\partial_jh)^2$, with the uniform component omitted, where $Y$ is the two-dimensional Young modulus and $P^T$ projects transverse to the wavevector. Contracting one $h$ from each factor can be done in four ways and adds to the rigidity
\begin{equation}
\delta\kappa=\frac{Yk_BT}{\kappa}\int\frac{d^2k}{(2\pi)^2}\frac{\sin^4\vartheta}{|\mathbf q+\mathbf k|^4}
=\frac{3Yk_BT}{16\pi\kappa q^2},
\label{loop}
\end{equation}
where $\vartheta$ is the angle between $\mathbf k$ and $\mathbf q$. The radial integral is $(1-\vartheta\cot\vartheta)/(2q^2\sin^2\vartheta)$ for $0<\vartheta<\pi$; the angular integral then gives $3\pi/(4q^2)$. Stiffening is strong below
\begin{equation}
q_*=\left(\frac{3Yk_BT}{16\pi\kappa^2}\right)^{1/2}.
\end{equation}
The same relaxation changes the strain in \eqref{V}. Let $L$ and $T$ label the directions along and across $\mathbf Q$, and let $f_{TT}$ be the transverse component of $\frac12\partial_ih\,\partial_jh$ at $\mathbf Q$. The in-plane response removes the stress components $LL$ and $LT$, which leaves $u_{TT}=f_{TT}$, $u_{LL}=-\nu f_{TT}$ and $u_{LT}=0$, with $\nu=\lambda/(\lambda+2\mu)$ in terms of the Lam\'e constants. Since $p_T=-q_T$, the kernel in \eqref{K} becomes
\begin{equation}
K_{\rm rel}=-q_T^2\left[gc(1-\nu)-B(1+\nu)\sin3\theta_Q\right].
\end{equation}
A soft phonon now enters as $q_T^2$ instead of $q$, and the logarithm disappears. The pair integral is the one in \eqref{loop}. For $q_c\to0$ and unchanged $\kappa$, the bracket $\mathcal B$ in \eqref{rho} is replaced by
\begin{equation}
\mathcal B_{\rm rel}=\tfrac3{16}\left[g^2(1-\nu)^2+B^2(1+\nu)^2\right].
\end{equation}
With $\nu=0.1$ this is $12.3\,\mathrm{eV^2}$ instead of 150, and the resistivity at 100 K falls from 868 to about $71\,\Omega$ before the angular correction. The relaxed coupling is more anisotropic: its angular factor is $R\simeq0.74$ instead of 0.95, which leaves about $53\,\Omega$. These values are for $q_c\to0$; with $q_c=2\pi/\ell$ they shift to about $69\,\Omega$, $R\simeq0.76$ and $52\,\Omega$. The law is then $T^2/n$ without a logarithm, provided that $q_*\ll k_F$. For $q_*\gtrsim k_F$ the power itself is no longer justified.

With Lam\'e constants $\mu=900$ and $\lambda=200\,\mathrm{eV/nm^2}$, $Y=1980\,\mathrm{eV/nm^2}$ and $q_*=0.917\,\mathrm{nm^{-1}}$ at 100 K, four times $2k_F$. Equality with $2k_F$ occurs at 6 K. At the freezing scale of 0.185 K, $q_*$ is still $0.35k_F$, so no temperature satisfies both $q_*\ll k_F$ and the classical condition well. Putting the stiffened rigidity back into the loop locally gives $\kappa(q)/\kappa=\frac12+[\frac14+(q_*/q)^2]^{1/2}$. With the unrelaxed strain of \eqref{V}, it reduces the resistivity to about 1\% of the harmonic value, roughly $10\,\Omega$. With the relaxed strain, the same rigidity gives about $3\,\Omega$. Both estimates omit screening of $Y$ and are rough.

Tension has a similar effect. Isotropic strain $\bar u$ adds $2(\lambda+\mu)\bar uq^2$ to $\kappa q^4$. The terms are equal at $k_F$ for $\bar u=6.3\times10^{-6}$. A strain of $10^{-4}$, without anharmonicity, leaves 0.011 of the unstrained resistivity.

In-plane phonons then matter. Their classical strain variances are $k_BT/(\lambda+2\mu)$ and $k_BT/\mu$ for longitudinal and transverse modes. The gauge weights $\sin^23\theta_Q$ and $\cos^23\theta_Q$ average to $\frac12$, while $\int(1-\cos\theta)c^2d\theta=\pi/2$, so
\begin{equation}
\frac{\hbar}{\tau_{\rm in}}=\frac{k_Fk_BT}{2\hbar v}\left[\frac{g^2}{2(\lambda+2\mu)}+B^2\left(\frac1{\lambda+2\mu}+\frac1\mu\right)\right].
\end{equation}
This gives $10\,\Omega$ at 100 K, small beside the harmonic result but larger than the flexural estimate with both stiffening and relaxed strain.

The chosen density, size and elastic constants are roughly typical of suspended graphene, and $g$ and $\beta$ are uncertain model inputs. Clean suspended sheets can reach mobilities of roughly $10^5\,\mathrm{cm^2/Vs}$ at low temperature. Real sheets break the assumptions of zero strain and harmonic motion. With the unrelaxed coupling \eqref{V}, either a residual strain of $10^{-4}$ or the anharmonic stiffening lowers the calculated flexural resistivity at 100 K by about two orders of magnitude. Elastic relaxation of the coupling lowers it by more than a factor of ten even at unchanged rigidity, and removes its logarithm; the same residual strain or stiffening then lowers it roughly twentyfold further. The value $868\,\Omega$ therefore characterizes the harmonic model with unrelaxed in-plane displacements and is not a device prediction. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input density: 4.00e+11 1/cm^2; temperature: 100 K
Input sheet size: 1000 nm; velocity: 1.00e+06 m/s
Input g: 3.0 eV; beta: 3.0; bond: 0.142 nm
Input rigidity: 1.1 eV; mass density: 7.6e-07 kg/m^2
Input Lame mu: 900, lambda: 200 eV/nm^2
Young modulus: 1980 eV/nm^2
hbar v: 0.6582 eV nm; gauge coupling B: 6.953 eV
Flexural constant alpha: 4.816e-07 m^2/s
kF: 0.1121 1/nm; qc: 0.00628 1/nm; Lambda: 2.882
Fermi energy: 73.79 meV; kT: 8.617 meV
Flexural energy at 2kF over kB: 0.185 K
Coupling bracket: 150.0 eV^2
hbar/tau: 4.965 meV; tau: 132.6 fs
Closed resistivity: 868.4 ohm per square
Closed mobility: 17968 cm^2/Vs
kF times mean free path: 14.86
Membrane ensemble / pair sum: 0.9999
Quadrature / closed at kF/qc=1000: 1.00004
T=50 K: full 218.2, closed 217.1 ohm
T=100 K: full 872.9, closed 868.4 ohm
T=200 K: full 3491.6, closed 3473.7 ohm
Temperature exponent, 50 to 200 K: 2.00006
n=2e+11 1/cm^2: full 1537.6, closed 1524.8 ohm, R=0.9559
n=4e+11 1/cm^2: full 872.9, closed 868.4 ohm, R=0.9504
n=8e+11 1/cm^2: full 488.8, closed 487.2 ohm, R=0.9455
Resistivity with angular factor R: 825.3 ohm
Mobility with angular factor R: 18907 cm^2/Vs
Inelastic / classical at 100 K: 0.99994
Inelastic / classical at 0.037 K: 0.551
Chemical potential: 72.11 meV
Smeared mean E^2 / EF^2: 1.000013
Anharmonic q*: 0.917 1/nm; q*/(2kF): 4.09
Temperature where q*=2kF: 5.97 K
Rough anharmonic / harmonic resistivity: 0.0125
Strain where tension equals bending at kF: 6.28e-06
Strained / unstrained resistivity at strain 1e-04: 0.01056
In-plane phonon resistivity: 10.29 ohm
Angle-dependent / constant screening: 0.9543
\end{verbatim}
